# Combining two independent thickness measurements with unequal uncertainties

**Question**

I have two measurements of the thickness of the same film, made by independent methods:

\[
10.0 \pm 0.2\ \text{nm}, \qquad 10.4 \pm 0.4\ \text{nm}.
\]

I have to report one thickness with one uncertainty. I took the average, 10.2 nm, and propagated the errors, which gave about 0.22 nm. That is larger than the 0.2 nm of the first measurement alone, so the second measurement seems to have made my knowledge worse. Should I throw it away? If not, how should the two be combined? And does it matter that the values differ by 0.4 nm?

**Answer**

Keep the second measurement, but give it less weight. Your error propagation is correct. The trouble lies in the plain average, which treats a reading with an uncertainty of 0.4 nm as if it were as good as one with 0.2 nm.

**What is assumed**

Let \(t\) be the true thickness and write the readings as

\[
x_1 = t + e_1, \qquad x_2 = t + e_2 .
\]

I take "plus or minus" to mean one standard deviation, so the errors \(e_1\) and \(e_2\) have standard deviations \(s_1 = 0.2\) nm and \(s_2 = 0.4\) nm. I also assume that both errors have zero mean, that they are independent, and that both methods measure the same \(t\). The errors need not be Gaussian yet.

**Which combinations are allowed**

Consider a linear combination \(T = a x_1 + b x_2\). Its mean is \((a+b)\,t\), because the errors average to zero. For this to equal \(t\) whatever the thickness is, we need \(a + b = 1\). One free number remains, the weight \(w\) of the first reading:

\[
T = w x_1 + (1-w) x_2 .
\]

**The variance as a function of the weight**

The error of \(T\) is

\[
T - t = w e_1 + (1-w) e_2 .
\]

Square this and take the mean, written with angle brackets:

\[
V(w) = w^2 s_1^2 + (1-w)^2 s_2^2 + 2w(1-w)\langle e_1 e_2\rangle .
\]

For independent errors \(\langle e_1 e_2\rangle = \langle e_1\rangle\langle e_2\rangle = 0\), and the last term drops out. Expanding the rest in powers of \(w\) gives

\[
V(w) = (s_1^2+s_2^2)\,w^2 - 2 s_2^2\, w + s_2^2 .
\]

Now complete the square:

\[
V(w) = (s_1^2+s_2^2)\left(w - \frac{s_2^2}{s_1^2+s_2^2}\right)^2 + s_2^2 - \frac{s_2^4}{s_1^2+s_2^2} .
\]

The last two terms combine to

\[
s_2^2 - \frac{s_2^4}{s_1^2+s_2^2}
= \frac{s_2^2\,(s_1^2+s_2^2-s_2^2)}{s_1^2+s_2^2}
= \frac{s_1^2 s_2^2}{s_1^2+s_2^2} .
\]

The squared bracket cannot be negative, so the variance is smallest when it vanishes. The best weight \(w_*\) and the smallest variance \(u^2\) are therefore

\[
w_* = \frac{s_2^2}{s_1^2+s_2^2}, \qquad
u^2 = \frac{s_1^2 s_2^2}{s_1^2+s_2^2} .
\]

Dividing numerator and denominator by \(s_1^2 s_2^2\) puts both results in a form that is easier to remember:

\[
w_* = \frac{1/s_1^2}{1/s_1^2+1/s_2^2}, \qquad
\frac{1}{u^2} = \frac{1}{s_1^2}+\frac{1}{s_2^2} .
\]

Each reading is weighted by its inverse variance, and the inverse variances add. This is the best choice among linear combinations; for non-Gaussian errors of known shape a nonlinear rule can do somewhat better (for uniform errors with your \(s_1\) and \(s_2\), the midpoint of the overlap of the two allowed intervals scatters by about 0.173 nm instead of the 0.179 nm found below). The combined value is

\[
t_{\text{best}} = \frac{x_1/s_1^2 + x_2/s_2^2}{1/s_1^2+1/s_2^2} .
\]

**Your numbers**

The inverse variances are

\[
\frac{1}{s_1^2} = \frac{1}{0.04\ \text{nm}^2} = 25\ \text{nm}^{-2}, \qquad
\frac{1}{s_2^2} = \frac{1}{0.16\ \text{nm}^2} = 6.25\ \text{nm}^{-2},
\]

and their sum is \(31.25\ \text{nm}^{-2}\). The weights are \(25/31.25 = 0.8\) and \(6.25/31.25 = 0.2\), so

\[
t_{\text{best}} = 0.8 \times 10.0\ \text{nm} + 0.2 \times 10.4\ \text{nm}
= 8.00\ \text{nm} + 2.08\ \text{nm} = 10.08\ \text{nm},
\]

\[
u = \frac{1}{\sqrt{31.25\ \text{nm}^{-2}}} = \sqrt{0.0320\ \text{nm}^2} = 0.1789\ \text{nm} .
\]

Rounded at the end, the thickness to report is

\[
10.08 \pm 0.18\ \text{nm} .
\]

The second reading has twice the uncertainty of the first and therefore a quarter of its weight. It pulls the value up by 0.08 nm and lowers the uncertainty from 0.20 nm to 0.18 nm. This is a small gain, but a gain.

**Why the plain average did worse**

Your average corresponds to \(w = 1/2\), for which

\[
\sqrt{V(1/2)} = \tfrac12\sqrt{s_1^2+s_2^2} = \tfrac12\sqrt{0.20\ \text{nm}^2} = 0.2236\ \text{nm} .
\]

This exceeds \(s_1\) whenever \((s_1^2+s_2^2)/4 > s_1^2\), that is, whenever \(s_2 > \sqrt3\, s_1\). Your second uncertainty is \(2 s_1\), which is beyond that limit.

With the best weight this cannot happen under the stated assumptions: \(1/u^2\) is the sum of two positive terms, so \(u\) is smaller than both \(s_1\) and \(s_2\). Two limits show how the formula behaves. If \(s_2 = s_1\), the weights are equal, the plain average is the right choice, and \(u = s_1/\sqrt2\). If \(s_2\) becomes very large, \(w_*\) tends to 1 and \(u\) tends to \(s_1\): a very poor reading is ignored without your having to discard it.

**The same result from Gaussian errors**

If the errors are Gaussian, the likelihood of \(t\) is proportional to \(e^{-Q(t)/2}\), with

\[
Q(t) = p_1 (t-x_1)^2 + p_2 (t-x_2)^2, \qquad p_1 = \frac{1}{s_1^2}, \quad p_2 = \frac{1}{s_2^2} .
\]

Expand in powers of \(t\):

\[
Q(t) = (p_1+p_2)\,t^2 - 2(p_1x_1+p_2x_2)\,t + p_1x_1^2 + p_2x_2^2 .
\]

Since \(p_1x_1+p_2x_2 = (p_1+p_2)\,t_{\text{best}}\) and \(p_1+p_2 = 1/u^2\), completing the square gives

\[
Q(t) = \frac{(t-t_{\text{best}})^2}{u^2} + Q_0, \qquad
Q_0 = p_1x_1^2+p_2x_2^2-\frac{(p_1x_1+p_2x_2)^2}{p_1+p_2} .
\]

As a function of \(t\), the likelihood is thus a Gaussian centred on \(t_{\text{best}}\) with standard deviation \(u\). With a prior that is flat over the region where the likelihood matters, it is also the probability distribution of \(t\), and 68.3 % of the probability lies within one \(u\) of the centre.

The constant \(Q_0\) does not affect the answer for \(t\), but it has a meaning. Put it over the common denominator \(p_1+p_2\). In the numerator the terms \(p_1^2x_1^2\) and \(p_2^2x_2^2\) cancel, which leaves

\[
Q_0 = \frac{p_1p_2\,(x_1^2+x_2^2-2x_1x_2)}{p_1+p_2}
= \frac{(x_2-x_1)^2}{1/p_1+1/p_2}
= \frac{(x_2-x_1)^2}{s_1^2+s_2^2} .
\]

It measures how far the two readings disagree, which brings us to your last question.

**Does the 0.4 nm difference matter?**

It has to be checked separately, because \(u\) contains \(s_1\) and \(s_2\) but not the readings. Had the second reading been 12.4 nm, the formula would still have returned 0.18 nm, although the two readings would then plainly contradict each other.

If both methods see the same thickness, \(t\) cancels in the difference: \(x_2 - x_1 = e_2 - e_1\). For independent errors the variances add, also in a difference, so its standard deviation is

\[
\sqrt{s_1^2+s_2^2} = 0.4472\ \text{nm} .
\]

The observed difference in these units is

\[
z = \sqrt{Q_0} = \frac{|x_2-x_1|}{\sqrt{s_1^2+s_2^2}} = \frac{0.4}{0.4472} = 0.894 .
\]

For Gaussian errors, a difference at least this large in either direction has probability

\[
\operatorname{erfc}\!\left(\frac{z}{\sqrt2}\right) = 37.1\,\% .
\]

A difference of 0.4 nm is therefore unremarkable, and there is no reason here against combining the readings. If \(z\) had come out at several units, the right response would have been to look for a wrong calibration, an underestimated uncertainty or two different definitions of "thickness", and not to quote the weighted mean.

**What if the measurements are not quite independent?**

A small \(z\) cannot rule out an error common to both methods, because such an error cancels in the difference. Suppose both instruments were calibrated with the same reference sample. Write

\[
e_1 = a_1 + g, \qquad e_2 = a_2 + g,
\]

where \(a_1\), \(a_2\) and \(g\) are independent with zero mean, and the shared part \(g\) has standard deviation \(c\), already included in \(s_1\) and \(s_2\). Of the four products in \(\langle e_1e_2\rangle\), only \(\langle g^2\rangle = c^2\) survives. The term dropped earlier returns:

\[
V(w) = w^2s_1^2 + (1-w)^2s_2^2 + 2w(1-w)\,c^2 .
\]

With \(c = 0.1\) nm and the weights 0.8 and 0.2 kept as they are,

\[
V = 0.0320\ \text{nm}^2 + 2 \times 0.8 \times 0.2 \times 0.01\ \text{nm}^2 = 0.0352\ \text{nm}^2,
\]

so the uncertainty is 0.1876 nm, or 0.19 nm when rounded. These weights are no longer the best ones, since the added term also depends on \(w\). Setting \(dV/dw = 0\) gives \(w = (s_2^2-c^2)/(s_1^2+s_2^2-2c^2) = 0.15/0.18 = 0.833\), a value of 10.07 nm and an uncertainty of 0.1871 nm, still 0.19 nm when rounded. The consistency check changes too: \(g\) cancels in the difference, whose standard deviation falls to \(\sqrt{s_1^2+s_2^2-2c^2} = 0.424\) nm, so \(z = 0.943\) and the probability is 34.6 %.

The largest shared part this model allows is \(c = s_1\). (The correlation coefficient \(c^2/(s_1s_2)\) is then only 0.5; stronger correlations need \(g\) to enter the two readings with different strengths and are not covered here.) In that case the first reading has no error of its own: \(a_1 = 0\) and \(x_2 = x_1 + a_2\). The second reading is then the first one with extra noise, and the best choice is \(w = 1\). Here your suspicion would be right, and the second measurement would add nothing. The 0.18 nm thus rests on the independence you stated.

**If "plus or minus" means something else**

Some reports quote two standard deviations instead of one. If both of yours do, the true standard deviations are \(s_1/2\) and \(s_2/2\). The common factor cancels in the weights, so 10.08 nm is unchanged. The combined standard deviation is \(u/2\), and quoting two of these gives 0.18 nm again. The result is then a two-standard-deviation interval, like the inputs. The consistency check does change: the standard deviation of the difference halves, so \(z\) doubles to 1.79 and the probability of so large a difference falls to about 7 %. If the two reports use different conventions, convert both to one standard deviation before computing the weights.

The main values are collected in the numerical output below. It also includes the mean and width of the Gaussian distribution for \(t\) found by direct integration, which agree with \(t_{\text{best}}\) and \(u\) to the digits shown.

## Computed values

```
First reading x1 = 10.0 nm, s1 = 0.2 nm
Second reading x2 = 10.4 nm, s2 = 0.4 nm
1/s1^2 = 25.00 nm^-2
1/s2^2 = 6.25 nm^-2
Sum of inverse variances = 31.25 nm^-2
Weight of first reading = 0.800
Weight of second reading = 0.200
Combined thickness = 10.0800 nm
Combined variance = 0.0320 nm^2
Combined standard uncertainty = 0.1789 nm
Rounded result = 10.08 +/- 0.18 nm
Plain average = 10.20 nm
Uncertainty of plain average = 0.2236 nm
Posterior mean by integration = 10.0800 nm
Posterior width by integration = 0.1789 nm
Posterior content within one width = 68.3 %
Difference x2 - x1 = 0.4 nm
Standard deviation of difference = 0.4472 nm
Ratio z = 0.894
Probability of a difference this large = 37.1 %
Shared error c = 0.1 nm
Uncertainty with shared error = 0.1876 nm
```
